# Do adatoms on fcc(100) surfaces always hop over bridge sites?

**Question**

I am setting up a growth simulation for a metal fcc(100) surface. A single adatom sits in a fourfold hollow, and the move I have given it is a hop over the bridge between two surface atoms into the next hollow. My reasoning is bond counting: the adatom has four nearest neighbours in the hollow and two on the bridge, so the hop costs two bonds. Anything that disturbs the surface layer should cost more, since a surface atom has eight neighbours of its own.

Is it safe to use this move for any fcc(100) metal, for example Al or Pt? If another mechanism can compete, what decides between them, and could I recognise it from the diffusion coefficient?

**Answer**

It is not safe. The adatom can also push a surface atom out and take its place. On unreconstructed Al(100) and Pt(100) this concerted exchange is the favoured route. For Al that rests on electronic-structure calculations; for Pt there is also evidence from field ion microscopy. I do not recompute those two metals here. What can be shown with a simple model is why your bond count cannot settle the matter: with the same surface geometry, a change in the bonding law reverses the order of the two barriers. The diffusion coefficient alone will not reveal the mechanism, but the pattern of visited sites can.

**The two moves**

Let $r_0$ be the nearest-neighbour distance in the bulk. The surface atoms form a square lattice of spacing $r_0$. Use lateral coordinates in units of $r_0$, with surface atoms at integer points and the adatom in the hollow at $(\tfrac12,\tfrac12)$.

In a hop towards negative $x$, the adatom crosses the bridge at $(0,\tfrac12)$ and arrives at $(-\tfrac12,\tfrac12)$. Its displacement has length $r_0$.

In an exchange, the adatom moves into the site at $(0,0)$ while the atom that was there rises into the hollow at $(-\tfrac12,-\tfrac12)$. The adatom position has changed by $(-1,-1)r_0$, of length $\sqrt2\,r_0$. No single atom has travelled that far. Between ideal sites each of the two atoms moves laterally by $r_0/\sqrt2$ and vertically by the layer spacing, also $r_0/\sqrt2$, hence by

$$\sqrt{\frac{r_0^2}{2}+\frac{r_0^2}{2}}=r_0 .$$

"Concerted" means that the two motions overlap. The surface atom is never first removed at the price of all its bonds, leaving a vacancy to be filled later. The argument from eight neighbours overlooks this possibility.

**What the diffusion coefficient tells you**

Suppose the moves are independent thermally activated events on a flat terrace. Let $k_h$ be the rate of each of the four hops and $k_x$ that of each of the four exchanges. If $\mathbf R$ is the adatom position relative to its start, a move $\mathbf d$ changes $R^2$ by

$$|\mathbf R+\mathbf d|^2-R^2=2\mathbf R\cdot\mathbf d+d^2 .$$

Multiply by the rate and sum over moves. The term linear in $\mathbf d$ cancels because every move has an equally likely opposite. The rest gives

$$\frac{d\langle R^2\rangle}{dt}=4k_h r_0^2+4k_x(2r_0^2)=4r_0^2(k_h+2k_x).$$

In two dimensions $\langle R^2\rangle=4Dt$, so

$$D=r_0^2(k_h+2k_x).$$

The factor 2 is the squared length ratio of the moves. Both mechanisms are isotropic: each set of four moves has $\sum d_x^2=\sum d_y^2$ and $\sum d_xd_y=0$. A measured $D$ therefore fixes one combination of the two rates and cannot separate them.

The site pattern can. Colour the hollows like a checkerboard. A hop changes the colour; an exchange, being diagonal, preserves it. Let $P(t)$ be the probability that the adatom is on its original colour. Hops leave that colour at total rate $4k_h$ and return to it at the same total rate:

$$\frac{dP}{dt}=-4k_hP+4k_h(1-P)=4k_h-8k_hP .$$

Subtracting the stationary value $\tfrac12$ gives $d(P-\tfrac12)/dt=-8k_h(P-\tfrac12)$. With $P(0)=1$,

$$P(t)=\tfrac12\left(1+e^{-8k_ht}\right).$$

For pure exchange $k_h=0$ and $P=1$ at all times, so half of the hollows are never visited. With any hopping, the colour memory fades over a time $1/(8k_h)$. The observation interval must not be much longer than this, or $P$ will be indistinguishable from $\tfrac12$ whatever $k_x$ is. If $P$ and $D$ are both measured, the two rates follow:

$$k_h=-\frac{\ln(2P-1)}{8t},\qquad k_x=\frac12\left(\frac{D}{r_0^2}-k_h\right).$$

A master equation solved on a grid of hollows tests both laws. For $k_h=1\ \mathrm{s^{-1}}$, $k_x=0.5\ \mathrm{s^{-1}}$ and $t=0.8\ \mathrm s$, the formula gives $\langle R^2\rangle=4(1+1)(0.8)r_0^2=6.4\,r_0^2$, as found. The colour probability is $0.50083$: the memory has almost gone, although a third of the moves are exchanges.

One caution applies: colour records the displacement, not the atoms involved. A direct diagonal jump over a surface atom would also preserve colour. Conversely, an exchange in which the displaced atom rose into a side hollow, such as $(-\tfrac12,\tfrac12)$, would change colour and be counted as a hop. A site map that stays on one colour speaks against ordinary single hops, but identifying exchange strictly requires knowing which atom emerges. If the adatom is of another element this becomes important in itself: after an exchange the foreign atom is embedded and a host atom wanders on, with different rates. The formulas above then no longer apply.

**Why counting bonds is not enough**

In a metal, the energy of an atom is not proportional to its number of neighbours. A simple description is the second-moment tight-binding energy. With distances in units of $r_0$,

$$E=\sum_i\left[\sum_{j\ne i}A e^{-p(r_{ij}-1)}f(r_{ij})-\sqrt{\sum_{j\ne i}\xi^2e^{-2q(r_{ij}-1)}f(r_{ij})}\right].$$

The first term is repulsion and the second is bonding. The square root makes the bonding many-body: each new neighbour adds less than the previous one. The cutoff is $f=1-x^3(10-15x+6x^2)$, where $x$ rises linearly from 0 at $r=1.45$ to 1 at $r=1.95$; $f$ is 1 below this range and 0 above it.

To see what $q$ does, ignore the cutoff and take an atom with $Z$ equal bonds whose common length $r$ is free. Put $u=e^{-(r-1)}$. Its energy is

$$E(Z)=ZAu^p-\sqrt Z\,\xi u^q .$$

Setting the derivative with respect to $u$ to zero and multiplying by $u$ gives

$$pZAu^p=q\sqrt Z\,\xi u^q
\quad\Rightarrow\quad
u^{p-q}=\frac{q\xi}{pA\sqrt Z}.$$

For $p>q$ this is the minimum, because repulsion wins at large $u$ and bonding at small $u$. The first equality lets us replace the repulsion by $q/p$ times the bonding:

$$E(Z)=-\left(1-\frac qp\right)\sqrt Z\,\xi u^q .$$

Since $u\propto Z^{-1/[2(p-q)]}$, the power of $Z$ in the energy is

$$\beta=\frac12-\frac{q}{2(p-q)}=\frac{p-2q}{2(p-q)} .$$

Fix the scale by requiring energy $-E_c$ for the twelve bonds of a bulk atom:

$$E(Z)=-E_c\left(\frac Z{12}\right)^{\beta}.$$

An atom with fewer neighbours has a larger $u$, hence shorter and stronger bonds. For $p>2q$ the exponent is positive and losing neighbours still costs energy, but the cost is not a fixed amount per bond.

Take $E_c=4$ eV and $p=10$. Going from four neighbours to two costs

$$-2.043-(-2.649)=0.606\ \text{eV}\quad(q=2,\ \beta=0.375),$$

$$-2.967-(-3.331)=0.364\ \text{eV}\quad(q=4,\ \beta=0.167).$$

The same two lost bonds have different prices. These are not yet barriers: on a surface the bond lengths cannot adjust independently, and the neighbours' energies change too. The barriers must be computed for the whole slab.

**Finding the barriers**

I use a model metal with $E_c=4$ eV, $r_0=0.28$ nm and $p=10$, and vary $q$. It represents no particular element. With the cutoff included, $A$ and $\xi$ are fixed by two conditions on the bulk crystal: the energy per atom is $-E_c$, and it is stationary when all distances are scaled. Let $R(s)$ be the lattice sum of $e^{-p(r-1)}f$ and $B(s)$ the square root of the lattice sum of $e^{-2q(r-1)}f$, both at scale $s$. Then

$$AR(1)-\xi B(1)=-E_c,\qquad AR'(1)-\xi B'(1)=0 .$$

The main calculations use a periodic $4\times4$ surface cell with five layers, the lowest two fixed.

Symmetry locates the midpoint of each move. For the hop, a vertical mirror plane through the bridge exchanges the initial and final hollows. For the exchange, a vertical mirror plane through the vacated site, perpendicular to the diagonal path, interchanges the two moving atoms. In a configuration that the mirror maps onto itself, the energy cannot have a slope in any direction that the mirror reverses. Minimising over the remaining coordinates then gives a stationary point of the full energy.

Such a point could still be an intermediate minimum, so the curvature matters. At every value of $q$ in the scan, both midpoints have one negative Hessian mode and are therefore first-order saddles. Relaxed paths followed from them reach the initial hollow, and no sampled point on the way is higher than the midpoint. The mirror image supplies the other half of each path.

The barriers, measured from the relaxed hollow, are:

| $q$ | hop (eV) | exchange (eV) |
|---|---|---|
| 2.0 | 0.376 | 0.959 |
| 2.5 | 0.488 | 0.942 |
| 3.0 | 0.559 | 0.870 |
| 3.5 | 0.581 | 0.733 |
| 4.0 | 0.544 | 0.523 |

The order reverses between $q=3.5$ and $q=4$ in this cell. The fall of the exchange barrier, by 0.436 eV over the scan, contributes more than the net rise of the hop barrier, by 0.168 eV.

That rise is a warning about the one-atom estimate. The estimate said that going from four bonds to two becomes cheaper as $q$ grows, yet the hop barrier increases up to $q=3.5$ and ends above its starting value. The law for $E(Z)$ shows that bonds have no universal price; it does not predict these barriers.

**What happens at the exchange saddle**

Count neighbours within $1.25\,r_0$. On the bridge the adatom has two. At the exchange saddle it has five: its partner, about $0.91$ to $0.92\,r_0$ away, and four other atoms. By symmetry the partner also has five.

Now count all bonds touched by the two atoms. Initially the adatom has four and the surface atom nine, namely eight in the substrate and one to the adatom. Their mutual bond must be counted once:

$$4+9-1=12\quad\longrightarrow\quad5+5-1=9 .$$

The exchange loses three bonds, not eight or more. The hop loses two. Strict counting would still favour the hop, but by one bond rather than by a large margin, and unequal bond strengths can overturn that. At $q=4$ the hollow adatom has a fifth neighbour within the counting radius, the second-layer atom directly below it. Both losses then increase by one and the difference remains one.

The surrounding substrate also matters. Hold every atom except the moving one or two at its position in the initial relaxed state, and compare the midpoint energy with the fully relaxed one. Relaxation releases 0.26 to 0.32 eV for the exchange, but 0.03 to 0.08 eV for the hop. At $q=4$ the midpoint energies without this relaxation would be

$$0.544+0.031=0.575\ \text{eV (hop)},\qquad
0.523+0.262=0.785\ \text{eV (exchange)}.$$

In this cell, then, the exchange midpoint lies below the hop midpoint because the substrate yields. With the other atoms frozen in their initial relaxed positions, the two midpoint energies have the opposite order. These frozen values are not barriers: the frozen substrate is not symmetric about the midpoint, so the highest point of a path could lie elsewhere.

**How firm are the numbers?**

Because the exchange strains its surroundings, cell size is a concern. In a $6\times6$ cell with seven layers, again with the lowest two fixed, the midpoint energies are:

- $q=2$: hop 0.374 eV, exchange 0.864 eV
- $q=4$: hop 0.547 eV, exchange 0.425 eV

The hop changes by at most 0.003 eV, while the exchange falls by about 0.10 eV. At $q=4$ most of the drop comes from the width: a $6\times6$ cell with five layers gives 0.442 eV for the exchange, a $4\times4$ cell with seven layers 0.517 eV. The exchange values are not yet converged. An $8\times8$ cell with seven layers lowers them further, to 0.408 eV at $q=4$ and 0.812 eV at $q=2$, while the hop moves by 0.001 eV or less. The order at both ends of the scan is the same in both cells, and this is tested. In the small cell, however, the margin at $q=4$ is only 0.02 eV and depends on the setup: fixing three of the five layers instead of two gives hop 0.541 eV and exchange 0.550 eV. The reversal is secure only in the wider cells. The value of $q$ at which the barriers cross may well differ between them.

**From barriers to rates**

For each move write $k=\nu e^{-E/k_BT}$. With a common prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$, an assumption rather than a computed value, the ratio is

$$\frac{k_x}{k_h}=e^{(E_h-E_x)/k_BT}.$$

At 300 K, $k_BT=0.02585$ eV. For $q=2$ in the small cell,

$$\frac{k_x}{k_h}=\exp\left(\frac{0.376-0.959}{0.02585}\right)\approx1.6\times10^{-10}.$$

Your hopping model would be adequate there. With $k_h=4.83\times10^6\ \mathrm{s^{-1}}$,

$$D\approx(0.28\times10^{-9}\ \mathrm m)^2(4.83\times10^6\ \mathrm{s^{-1}})
\approx3.8\times10^{-13}\ \mathrm{m^2\,s^{-1}} .$$

For $q=4$ in the same cell, $k_h=7.3\times10^3\ \mathrm{s^{-1}}$ and $k_x=1.63\times10^4\ \mathrm{s^{-1}}$, a ratio of 2.2. The longer step increases the weight of exchange in $D$:

$$\frac{2k_x}{k_h+2k_x}=\frac{3.25\times10^4}{3.99\times10^4}\approx0.82 .$$

The total is $D\approx3.1\times10^{-15}\ \mathrm{m^2\,s^{-1}}$. With the larger-cell energies, the rate ratio becomes

$$\exp\left(\frac{0.547-0.425}{0.02585}\right)\approx1.1\times10^2,$$

and $k_x\approx7\times10^5\ \mathrm{s^{-1}}$ gives $D\approx1.1\times10^{-13}\ \mathrm{m^2\,s^{-1}}$. A shift of 0.1 eV, modest beside the cohesive energy, changes $D$ by a factor of more than thirty. In cells wide enough to let the substrate yield, the order of the barriers is a sturdier result than the rates.

Unequal prefactors can also matter. In the small cell at $q=4$, the rate ratio of 2.2 would be cancelled if the exchange prefactor were $1/2.2\approx0.45$ times the hop prefactor, so the barriers alone do not settle which move is more frequent there. This is not a remote case: harmonic transition-state theory applied to this model in that cell gives a prefactor ratio of about 0.45. The two rates are then nearly equal and exchange supplies about two thirds of $D$ rather than 0.82. If the prefactors are $\nu_h$ and $\nu_x$, the rates are equal when

$$\ln\frac{\nu_x}{\nu_h}=\frac{E_x-E_h}{k_BT}
\quad\Rightarrow\quad
k_BT_*=\frac{E_x-E_h}{\ln(\nu_x/\nu_h)} .$$

A positive crossover temperature exists when the move with the higher barrier also has the larger prefactor. Below $T_*$ the lower barrier wins; above it the larger prefactor does. "Favoured" should therefore be read as a statement about barriers unless a temperature and prefactors are given.

**For your simulation**

Include both events, with separate barriers, and give the exchange its diagonal displacement. Obtain the barriers for your metal from a method that describes its bonding, let the substrate relax, and check the exchange barrier against cell size. Steps, islands, a reconstructed surface layer or a foreign adatom change the local environment and need their own barriers. Nor does comparing these two paths exclude a third; I have not searched for one. The barriers for the two main cells and the equal-prefactor rates are listed in the numerical output below.

## Calculated quantities

```
Model: cohesion 4.0 eV, p = 10, r0 = 0.28 nm
Cutoff switched from 1.45 to 1.95 r0
Bulk energy from slab difference: -4.000000 eV/atom
q=2.0: beta=0.3750; E(Z=2,4,8) = -2.043, -2.649, -3.436 eV
q=4.0: beta=0.1667; E(Z=2,4,8) = -2.967, -3.331, -3.739 eV
Master equation: k_h=1.0 /s, k_x=0.5 /s, t=0.8 s
  mean square displacement 6.40000 r0^2; same colour 0.50083
Scan: 4x4 slab, 5 layers, lowest 2 fixed; energies in eV
q=2.0: A=0.1048 eV, xi=1.4268 eV; barriers: hop 0.376, exchange 0.959
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.376, 0.959
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.922 r0
  released by substrate relaxation: hop 0.083, exchange 0.306
q=2.5: A=0.1242 eV, xi=1.5266 eV; barriers: hop 0.488, exchange 0.942
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.488, 0.942
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.916 r0
  released by substrate relaxation: hop 0.057, exchange 0.316
q=3.0: A=0.1505 eV, xi=1.6392 eV; barriers: hop 0.559, exchange 0.870
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.559, 0.870
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.914 r0
  released by substrate relaxation: hop 0.039, exchange 0.312
q=3.5: A=0.1835 eV, xi=1.7678 eV; barriers: hop 0.581, exchange 0.733
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.581, 0.733
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.913 r0
  released by substrate relaxation: hop 0.029, exchange 0.295
q=4.0: A=0.2236 eV, xi=1.9165 eV; barriers: hop 0.544, exchange 0.523
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.544, 0.523
  adatom neighbours within 1.25 r0: hollow 5, bridge 2, exchange 5; pair 0.911 r0
  released by substrate relaxation: hop 0.031, exchange 0.262
Larger cell: 6x6 slab, 7 layers, lowest 2 fixed; midpoint energies
q=2.0: hop 0.374 eV, exchange 0.864 eV
q=4.0: hop 0.547 eV, exchange 0.425 eV
Rates at 300 K, common prefactor 1e+13 /s, kT = 0.02585 eV, 4x4 barriers
q=2.0: k_h=4.833e+06 /s, k_x=7.633e-04 /s, k_x/k_h=1.579e-10, D=3.789e-13 m^2/s
q=4.0: k_h=7.345e+03 /s, k_x=1.627e+04 /s, k_x/k_h=2.215e+00, D=3.126e-15 m^2/s
```
